Phase-Locked States of a Uniaxial Macrospin in a Rotating Field

## I. From the rotating field to the quartic

A small magnetic dot with one preferred axis can be driven by a microwave field that rotates about that axis. The field tilts the magnetization and makes it precess. The natural precession rate, however, depends on the tilt, because the anisotropy field is proportional to the axial component of the magnetization. A drive that is out of tune with a nearly upright magnet may therefore be in tune with a strongly tilted one. The question is which tilts allow the magnetization to turn in step with the field, at a constant angle and with a constant phase lag.

**The model and its signs.** The dot is treated as a macrospin: its magnetization has a fixed length M_s and one common direction, the unit vector m. Let x̂, ŷ, ẑ be fixed right-handed axes, with ẑ along the anisotropy axis. The field is

B = (B_K m_z + B_0) ẑ + B_1 (x̂ cos Ωt + ŷ sin Ωt).

Here B_0 is a static axial field, B_1 > 0 is the amplitude of the rotating field, and B_K ≠ 0 is the anisotropy field. Positive B_K makes the axis easy, and negative B_K makes it hard. The direction obeys the Gilbert equation

dm/dt = −γ m × B + α m × dm/dt,

with γ > 0 and α ≥ 0. Since −m × B = B × m, an undamped magnetization turns counterclockwise about B when B points toward the viewer. A drive with Ω > 0 turns in the same sense about +ẑ. Temperature and all spatial variation inside the dot are left out.

Measure fields in |B_K| and time in 1/(γ|B_K|), and define

κ = B_K/|B_K| = ±1, h0 = B_0/|B_K|, b = B_1/|B_K|,

w = Ω/(γ|B_K|), δ = w − h0, β = αw.

Write τ for the dimensionless time and h for the dimensionless field. The equation of motion becomes

dm/dτ = −m × h + α m × dm/dτ.

A phase-locked state means a state at rest in the frame that rotates with the drive. Motions that repeat or wander in that frame are not counted.

**Theorem 1.** Let b > 0. The axial component u = m_z of every phase-locked state satisfies

Q(u) = (1 + β²)u⁴ − 2κδu³ + (b² + δ² − 1 − β²)u² + 2κδu − δ² = 0.

If δ ≠ 0, every real root of Q lies strictly between −1 and 1, is nonzero, and belongs to exactly one phase-locked state. Counted with multiplicity, there are two or four such roots, with an odd number on each side of u = 0.

If δ = 0, the nonzero real roots again belong to one state each. The root u = 0 belongs to two states if b > |β|, to one if b = |β|, and to none if b < |β|.

The proof uses two lemmas.

**Lemma 1 (the condition of rest).** In the corotating frame let the magnetization be n, with n_z = u. It is at rest if and only if n × G = 0, where

G = b x̂ + (κu − δ) ẑ − β ẑ × n.

*Proof.* Let R be the rotation about ẑ through the angle wτ, and put m = Rn. Differentiating R produces the usual turning term:

dm/dτ = R(dn/dτ + w ẑ × n).

The field is also a rotated vector, h = R h_r, with

h_r = b x̂ + (κu + h0) ẑ.

Rotations preserve cross products, so (Ra) × (Rc) = R(a × c). Substituting these relations and removing the common R gives

dn/dτ + w ẑ × n = −n × h_r + α n × (dn/dτ + w ẑ × n).

Now collect the velocity terms on the left. The turning term moves to the right as −w ẑ × n = w n × ẑ = −n × (−w ẑ). The damping term is αw n × (ẑ × n) = −n × (−β ẑ × n). Therefore

dn/dτ − α n × dn/dτ = −n × (h_r − w ẑ − β ẑ × n).

The bracket is G, because h0 − w = −δ. If dn/dτ = 0, the left side vanishes and n × G = 0. Conversely, if n × G = 0, then dn/dτ = α n × dn/dτ. The right side of this equality is perpendicular to dn/dτ. Taking the scalar product with dn/dτ gives |dn/dτ|² = 0, so n is at rest. ∎

The three parts of G have distinct meanings. The rotating drive has become a constant transverse field. The rotation contributes an axial field −w, so a drive with positive δ acts like a static field that opposes an upward magnetization. The last part arises because a vector at rest in this frame is still moving in the laboratory, where damping acts on it.

That last part cannot be obtained from an energy. Around a circle of latitude of radius s = √(1 − u²), the vector −β ẑ × n has constant tangential component −βs. Its line integral around the circle is −2πβs². A gradient would give zero. For β ≠ 0 the phase-locked states are consequently not simply the stationary points of an energy function.

**Lemma 2 (the component equations).** A unit vector n satisfies n × G = 0 if and only if there is a real number λ such that

λn_x − βn_y = b,

λn_y + βn_x = 0,

λu = κu − δ.

*Proof.* The condition n × G = 0 says that G is parallel to the nonzero vector n, or is zero. In both cases G = λn for some real λ. Since ẑ × n = (−n_y, n_x, 0), the components of G are

G_x = b + βn_y, G_y = −βn_x, G_z = κu − δ.

Equating them to λn_x, λn_y and λu and moving the β terms across gives the three equations. ∎

The third equation shows what λ measures. Without drive and damping, a magnetization at axial component u precesses at the dimensionless rate κu + h0. The product λu = κu + h0 − w is the difference between this natural rate and the drive frequency. Exact tuning at nonzero u means λ = 0.

**Proof of Theorem 1: every state gives a root.** Square the first two equations of Lemma 2 and add them. The cross terms are −2λβn_xn_y and +2λβn_xn_y, which cancel. What remains is

b² = (λ² + β²)(n_x² + n_y²) = (1 − u²)(λ² + β²).

The unit length of n was used in the last step. Because b > 0, neither factor can vanish, so |u| < 1. To eliminate λ without dividing by u, multiply by u² and use λu = κu − δ:

b²u² = (1 − u²)[(κu − δ)² + β²u²].

Since κ² = 1, the square bracket is

(1 + β²)u² − 2κδu + δ².

Multiplication by 1 − u² gives

−(1 + β²)u⁴ + 2κδu³ + (1 + β² − δ²)u² − 2κδu + δ².

Subtracting this polynomial from b²u² gives Q(u), and hence Q(u) = 0.

**Every root gives one state when δ ≠ 0.** It is useful to retain the unexpanded form

Q(u) = b²u² − (1 − u²)[(κu − δ)² + β²u²].

At u = 0 it equals −δ², so zero is not a root. For |u| ≥ 1, the factor 1 − u² is zero or negative and the square bracket is nonnegative. Thus Q(u) ≥ b²u² > 0, and no real root lies there.

Let u be a real root. The third component equation fixes λ uniquely:

λ = κ − δ/u.

Dividing Q(u) = 0 by u² then gives

(1 − u²)(λ² + β²) = b².

In particular λ² + β² is positive. This is the determinant of the two linear equations for n_x and n_y, so they have one solution:

n_x = λb/(λ² + β²), n_y = −βb/(λ² + β²).

Replacing λ² + β² by b²/(1 − u²) turns this into

n_x = λ(1 − u²)/b, n_y = −β(1 − u²)/b.

It remains to verify the length. The sum n_x² + n_y² equals (1 − u²)²(λ² + β²)/b², which is 1 − u² by the root equation. The vector therefore has unit length and satisfies all three component equations. By Lemmas 1 and 2 it is phase locked.

**The number of roots when δ ≠ 0.** The unexpanded form gives Q(−1) = Q(1) = b² > 0 and Q(0) = −δ² < 0. A polynomial that changes sign between the ends of an interval has an odd number of roots inside it, counted with multiplicity. There is thus an odd number in (−1,0) and an odd number in (0,1). Their total is even, at least two, and at most four.

**The exceptional case δ = 0.** The quartic factors as

Q(u) = u²[(1 + β²)u² + b² − 1 − β²].

For a nonzero root, λ = κ, and the preceding construction applies unchanged. For u = 0 the third component equation reads 0 = 0 and leaves λ free. The squared transverse equations require

b² = λ² + β².

Hence λ = ±√(b² − β²), with n_x = λ/b and n_y = −β/b. These are two real states for b > |β|, one for b = |β|, and none for b < |β|. This completes the proof. ∎

**Remark 1 (why an algebraic root can lack a state).** Multiplication by u² is harmless away from the equator but adds a root at the equator when δ = 0. In the missing case the drive cannot supply enough torque to keep an equatorial magnetization turning. The difficulty is confined to zero detuning. To see this, put u = vδ and let δ become small. For b² ≠ 1 + β², the leading terms of Q/δ² give

(b² − 1 − β²)v² + 2κv − 1 = 0.

Its discriminant is 4 + 4(b² − 1 − β²) = 4(b² − β²). If b < |β|, the two roots near the equator are complex for small nonzero δ and merge into a real double root at δ = 0.

**Remark 2 (phase lag and power).** For w > 0 and α > 0, n_y is negative, so the magnetization lags behind the field. The azimuth φ of n satisfies n_x = √(1 − u²) cos φ and n_y = √(1 − u²) sin φ. At exact tuning λ = 0 and φ = −90°.

Energy balance fixes n_y, and with it the sine of the lag. In units of M_s|B_K| times the dot volume, the energy is

ε = −κu²/2 − h0u − b n_x.

The turning drive changes the energy explicitly at the rate −n · (wb ẑ × x̂) = −wb n_y. Inserting n_y gives αw²(1 − u²). For the loss, write the Gilbert equation as dm/dτ = −m × (h − α dm/dτ). Its scalar product with h − α dm/dτ is zero, which gives

h · dm/dτ = α|dm/dτ|².

This is the rate at which the motion lowers the energy. In a locked state |dm/dτ|² = w²(1 − u²), so gain and loss agree. Since |n_y| cannot exceed √(1 − u²), this balance also requires |β|√(1 − u²) ≤ b. When b < |β|, damping thereby keeps the locked states away from the equator.

**Remark 3 (limits).** For a weak drive near u = 1, replace λ by κ − δ in b² = (1 − u²)(λ² + β²). Then

1 − u² ≈ b²/[(κ − δ)² + β²].

This is the resonance curve of linear response. Tilting changes λ by about −δ(1 − u²)/2, so the approximation requires |δ|(1 − u²)/2 to be small compared with √[(κ − δ)² + β²]. When this fails, the tilt retunes the magnet.

For β = 0 the condition of rest is that of a static magnet in a transverse field b and an axial field −δ. Damping changes this static problem through β² in the quartic and through the sign of n_y, which the quartic does not retain.

To see the limit of vanishing anisotropy, return to physical fields. Put B_δ = Ω/γ − B_0 and B_α = αΩ/γ, and multiply Q by B_K²:

(B_K² + B_α²)u⁴ − 2B_KB_δu³ + (B_1² + B_δ² − B_K² − B_α²)u² + 2B_KB_δu − B_δ² = 0.

At B_K = 0 the odd powers vanish, and the equation is at most quadratic in u². For B_δ ≠ 0 it is negative at u² = 0 and equals B_1² at u² = 1, so it has one root for u² in between. That gives one state in each hemisphere. Within this model, four states therefore require anisotropy when B_δ ≠ 0.

## II. Stability, folds and a driven nanodot

The corotating magnetization is n, its axial component is u, and s² = 1 − u². The anisotropy sign is κ = ±1, b is the rotating field, w the drive frequency, h0 the static axial field, δ = w − h0, α the damping, and β = αw. Fields are measured in |B_K| and time in 1/(γ|B_K|). The equation of motion is

dn/dτ − α n × dn/dτ = −n × G, G = b x̂ + (κu − δ)ẑ − β ẑ × n.

At rest G = λn. For u ≠ 0, λ = κ − δ/u and

b² = s²(λ² + β²), n_x = λs²/b, n_y = −βs²/b.

The corresponding quartic is Q(u) = b²u² − s²[(κu − δ)² + β²u²] = 0. Its roots say where a state exists. Whether the magnetization stays there is a separate question.

**Theorem 2.** Let J be the matrix of the linearized motion in the plane tangent to the sphere at a phase-locked state. Then

(1 + α²) det J = λ(λ − κs²) + β²u²,

(1 + α²) tr J = −α(2λ − κs² + 2wu).

For u ≠ 0, the slope of the quartic at the root is

Q′(u) = 2u(1 + α²) det J.

The state is linearly stable when det J > 0 and tr J < 0. It is a saddle when uQ′(u) < 0. A multiple root with u ≠ 0 has det J = 0.

*Proof of the matrix formulas.* Let e₁ point toward increasing polar angle and e₂ toward increasing azimuth. Then n × e₁ = e₂ and n × e₂ = −e₁, while ẑ = un − se₁ with s > 0. Displace the state by a small vector η = η₁e₁ + η₂e₂. The change of G is

g = κη_z ẑ − β ẑ × η.

To first order,

(n + η) × (λn + g) = λη × n + n × g = n × (g − λη).

Let f be the tangential part of g − λη. Since η_z = −sη₁, the anisotropy contributes κs²η₁ along e₁. The cross products needed for the damping part are ẑ × e₁ = ue₂ and ẑ × e₂ = −ue₁ − sn. Dropping the component along n gives

f₁ = (κs² − λ)η₁ + βuη₂,

f₂ = −βuη₁ − λη₂.

The linear equation is η′ − α n × η′ = −n × f, where the prime on η denotes a time derivative. Apply n × to both sides. Since n × (n × η′) = −η′ and n × (n × f) = −f, this gives n × η′ = f − αη′. Substitution into the original equation yields

(1 + α²)η′ = αf − n × f.

In components,

(1 + α²)η₁′ = αf₁ + f₂,

(1 + α²)η₂′ = −f₁ + αf₂.

The matrix with rows (α, 1) and (−1, α) has determinant 1 + α². The matrix taking η to f has determinant −λ(κs² − λ) + β²u². Their product, divided by (1 + α²)², gives the stated determinant of J. The trace is found from the two diagonal terms:

(1 + α²) tr J = α(κs² − λ) − βu − βu − αλ.

With β = αw this is the stated trace.

*Proof of the slope formula.* Put P = (κu − δ)² + β²u². At a root P = u²(λ² + β²), and its derivative is P′ = 2κ(κu − δ) + 2β²u = 2u(κλ + β²). Differentiating Q = b²u² − (1 − u²)P gives

Q′ = 2b²u + 2uP − s²P′.

Insert b² = s²(λ² + β²) and use s² + u² = 1:

Q′ = 2u[λ² + β² − s²κλ − s²β²] = 2u[λ(λ − κs²) + β²u²].

This is the slope formula. For a real two-by-two matrix, positive determinant and negative trace place both eigenvalues in the left half-plane. A negative determinant gives one positive and one negative eigenvalue, hence a saddle. At a multiple root Q′ = 0, so the determinant vanishes if u ≠ 0. ∎

When δ ≠ 0 and all four roots are real and simple, three lie in one hemisphere. The signs of Q at its ends show that the middle one of these three is the saddle. The other three states have positive determinants, but their traces must still be examined.

**Remark 4 (stability at a maximum).** For an easy axis, a state with λ < 0 has a positive determinant. At β = 0, the function −u²/2 + δu − bn_x has second derivatives λ − s² and λ along e₁ and e₂, so this state is a maximum. With w = 0, damping would drive the magnetization away from it, because tr J > 0. With rotation, the term 2wu can reverse that conclusion. The condition is

λ + wu > s²/2.

Damping acts on the motion seen in the laboratory, and this is how it can hold a state at a maximum of the corotating energy function.

**Folds.** Keep w, h0 and α fixed and change the drive. For u ≠ 0, write Q = u²[b² − D(u)], where

D(u) = (1 − u²)[(κ − δ/u)² + β²].

At a multiple root b² = D(u) and D′(u) = 0. The fold fields are therefore found from stationary values of D.

Take an easy axis, 0 < δ < 1, and negligible β. On δ < u < 1 the field is b = √(1 − u²)(1 − δ/u). Setting the derivative of its logarithm to zero gives

δ/[u(u − δ)] = u/(1 − u²).

Cross-multiplication gives δ − δu² = u³ − δu², so u = δ^(1/3). Inserting this value gives

b_up = (1 − δ^(2/3))^(3/2), or b_up^(2/3) + δ^(2/3) = 1.

This is the switching astroid of a static magnet with a reversed axial field δ. Here it marks the disappearance of the small-cone locked state. Its disappearance does not by itself imply reversal.

For small nonzero β there is also a lower fold near exact tuning, u = δ. There D ≈ β²(1 − δ²), so

b_low ≈ |β|√(1 − δ²).

Below it the drive cannot supply the damping loss of the tuned large cone. How small β must be depends on δ: as δ approaches 1 the two folds disappear and no drive gives four states. With h0 = 0 and α = 0.02 both folds exist at δ = 0.95 and are absent at δ = 0.97; with α = 0.1 they are already absent at δ = 0.9.

**A nanodot at 10 GHz.** Consider a disk of diameter 30 nm and thickness 10 nm, with B_K = 0.5 T, M_s = 650 kA/m and α = 0.02. A 20 mT field rotates at 10 GHz, and B_0 = 0. With the free-electron value of γ, the anisotropy frequency γB_K/2π is 14.0125 GHz and the time unit is 11.36 ps. Thus

w = δ = 10/14.0125 = 0.71365, b = 20/500 = 0.0400, β = 0.02 × 0.71365 = 0.01427.

The quartic is

1.000204u⁴ − 1.427300u³ − 0.489308u² + 1.427300u − 0.509296 = 0.

A numerical polynomial solver gives four real roots:

- State 1: u = −0.9997, cone angle 178.7°, stable.
- State 2: u = 0.6780, cone angle 47.3°, stable.
- State 3: u = 0.7590, cone angle 40.6°, saddle.
- State 4: u = 0.9897, cone angle 8.2°, stable.

For state 2, λ = 1 − 0.71365/0.67804 = −0.0525 and s² = 0.5403. The transverse components are

n_x = −0.0525 × 0.5403/0.0400 = −0.709,

n_y = −0.01427 × 0.5403/0.0400 = −0.193.

The magnetization lags by 165°. The formulas of Theorem 2 give det J = 0.0312 and tr J = −0.00645. Half the trace divided by the time unit is a decay rate of 0.284 per ns, and the state is approached with an oscillation of 2.48 GHz in the corotating frame. State 4 is approached faster, at 1.72 per ns. The linear-response formula would give s² = 0.0016/(0.2864² + 0.0002) = 0.0195 for state 4, about 5% below the value 0.0205 from the quartic.

The laboratory equation was also integrated with an adaptive Runge–Kutta method. After an initial polar tilt of 0.02 rad from state 2, the largest component error was 2 × 10⁻⁵ near the end of 28.4 ns. After a tilt of 0.001 rad from the saddle, u changed by as much as 0.34 within 1.14 ns.

At this frequency the four states exist between 5.00 and 45.3 mT, found by numerical minimization and maximization of D. The undamped astroid gives 45.2 mT for the upper limit. This limit is sensitive to γ: a g-factor of 2.1 or 2.2 in place of the free-electron value raises it to 54 or 63 mT, while the lower limit stays near 5 mT. The lower limit depends instead on the damping, nearly in proportion: it is 12.5 mT at α = 0.05 and 24.9 mT at α = 0.1. For α above about 0.08 the large-cone state and the saddle no longer exist at 20 mT.

At 47.6 mT, a run started from the upper-fold state did not reverse the dot. During the last 3.4 ns of 34.1 ns, u ranged from 0.60 to 0.67, around a stable locked state at 0.636. There tr J = −0.00134, which means a decay time of about 17 ns. The remaining oscillation is a slow approach: continued to 170 ns, the run settles at u = 0.636. This outcome holds only in a limited range of drive. The trace at the large-cone state changes sign near 55.5 mT, and above that field the state is unstable; at 65 mT runs started upright, at the upper-fold state or near the large-cone state keep oscillating in the corotating frame, with u between about 0.37 and 0.84, while a downward magnetization stays locked at u = −0.997. The oscillation at 65 mT is a result of the macrospin model only. When the lowest nonuniform mode of Remark 5 is allowed, with exchange alone and a diameter of 30 nm, it grows on this wide orbit at about 5 per ns, so the dot would not stay uniformly magnetized there.

**Nonuniform magnetization.** Here B_K is the net anisotropy field, which includes the average shape anisotropy of the disk. The demagnetizing field also varies from place to place, and this disturbs the assumed uniform magnetization. The axial demagnetizing factor at midheight, found from the solid angles of the two charged faces, is 0.68 at the center and 0.33 at the edge. Multiplied by μ₀M_s, the difference is 287 mT, over half of B_K. Exchange resists the resulting distortion: for an assumed stiffness A = 10 pJ/m, the exchange field of the first radial mode is about 2.0 T. The ratio 0.287/2.0 suggests a distortion of order a tenth. This is an estimate of scale, not a bound.

**Remark 5 (when the dot is too wide).** A nonuniform tilt with wave number q feels an additional restoring field 2Aq²/M_s. In units of B_K call it d. It adds −dη to f and replaces λ by λ + d in both the determinant and the trace of Theorem 2. For an easy axis the determinant is then positive whenever λ + d > s². For the lowest mode of a disk with free edges, qR = 1.84, where R is the radius. Its exchange field is 464 mT, so d = 0.927. At state 2, λ + d = 0.875 exceeds s² = 0.540, and the mode decays at 1.92 per ns.

Since d varies as 1/R², the condition λ + d > s² fails above a diameter of about

30 nm × √[0.927/(0.540 + 0.0525)] = 38 nm.

This estimate holds the material, drive and uniform state fixed. It neglects β²u² and nonuniform dipolar fields. A rotation-averaged estimate of the dipolar terms, at fixed net B_K, lowers the diameter by about 2 nm, so the value is good only to a few nanometres.

**Remark 6 (temperature and imperfect symmetry).** At 300 K the static barrier M_sB_KV/2, with V the volume, is 277 k_BT. Near the axis the energy is this barrier times s². Two quadratic thermal coordinates give a mean s² of 1/277 = 0.0036, compared with 0.0205 for driven state 4.

The function −u²/2 + δu − bn_x, multiplied by M_sB_KV, differs by 9.7 k_BT between states 4 and 3 and by 30 k_BT between states 3 and 2. These differences are not the thermal barriers, because damping acts on the laboratory motion and the corotating damping torque has no energy function. For weak damping, each step in this function is weighted by the ratio of the damping drift to the thermal diffusion along the corotating orbit. For small orbits the ratio is tr J divided by its value without the term 2wu, namely (2λ − s² + 2wu)/(2λ − s²). It is 3.6 at state 4 and −0.5 at state 2, where the negative sign is what makes a maximum attract. Averaging over the undamped orbits up to the saddle gives effective barriers of roughly 39 k_BT for state 4 and 22 k_BT for state 2. These values belong to the limit α → 0. The averaging leaves out the steady damping torque, which at state 2 is βs/b = 0.26 of the largest torque of the drive and which brings the barrier to zero at the lower fold, where states 2 and 3 merge. A numerical search for the most probable escape path at α = 0.02 gives about 41 k_BT for state 4, close to the averaged value. For state 2 the averaged 22 k_BT is only a rough guide, since the omitted torque is a sizeable part of the drive torque there. In these estimates the order is the reverse of that of the plain differences. Both are far below the static barrier of 277 k_BT, and the large-cone state is the more fragile of the two.

Other corrections were sized numerically for state 2. Adding a second-order anisotropy field of 25 mT × u(1 − u²) along ẑ lowers u from 0.678 to 0.661. An in-plane anisotropy field of 5 mT × m_x along x̂ leaves u between 0.679 and 0.683 late in a 17 ns run.

A linearly polarized field of amplitude 40 mT contains the assumed 20 mT rotating field and an equal field turning the other way. Late in a run of the same length, u varies between 0.656 and 0.700. The constant-angle state becomes a rippling one, with departures of about 3% from the quartic's value.

**Remark 7 (the sense of rotation).** Changing the signs of u, w and h0 together leaves Q, λ and the product wu unchanged. With B_0 = 0, reversing the drive therefore transfers the three states of one hemisphere to the other, with their stability unchanged. For the present dot, the forward drive offers large-cone locking to an upward magnetization, and the reversed drive offers it to a downward one. Existence does not mean capture: an upright magnetization with the 20 mT drive switched on suddenly settles in the small-cone state 4.

Numerical values quoted here were computed with a short program.
